# The Adiabatic Connection Formula for Exc, Derived in Two Ways

## Definitions and conventions

Hartree atomic units are used. For $N$ electrons let

$$
T=-\frac12\sum_{i=1}^N\nabla_i^2,\qquad
W=\sum_{i<j}w(\mathbf r_i,\mathbf r_j),\qquad
w(\mathbf r,\mathbf r')=\frac{1}{|\mathbf r-\mathbf r'|}.
$$

The density $n(\mathbf r)$ of a normalized wavefunction is normalized to $N$. One density $n$, the ground-state density of the physical system, is chosen and held fixed throughout. For a coupling strength $0\le\lambda\le1$ define

$$
F_\lambda=\min_{\Psi\to n}\langle\Psi|T+\lambda W|\Psi\rangle ,
$$

where $\Psi\to n$ means that the search runs over normalized antisymmetric wavefunctions with density $n$. A minimizing wavefunction is called $\Psi_\lambda$, and $\langle A\rangle_\lambda=\langle\Psi_\lambda|A|\Psi_\lambda\rangle$. Thus $F_\lambda=\langle T\rangle_\lambda+\lambda\langle W\rangle_\lambda$.

The noninteracting kinetic energy, the Hartree energy and the exchange-correlation energy are

$$
T_s=F_0,\qquad
U=\frac12\iint n(\mathbf r)n(\mathbf r')w(\mathbf r,\mathbf r')\,d\mathbf r\,d\mathbf r',\qquad
E_{xc}=F_1-T_s-U .
$$

The quantity to be integrated is

$$
W_\lambda=\langle W\rangle_\lambda-U .
$$

It contains the full repulsion $W$, not $\lambda W$; the coupling enters through the wavefunction alone. The claim is

$$
\boxed{E_{xc}=\int_0^1W_\lambda\,d\lambda .}
$$

Since $U$ depends only on $n$, it is the same at every $\lambda$, and $\int_0^1U\,d\lambda=U$. The claim is therefore equivalent to

$$
F_1-F_0=\int_0^1\langle W\rangle_\lambda\,d\lambda, \tag{1}
$$

which is what both derivations establish.

## First derivation: Hellmann-Feynman with a moving potential

If the repulsion is weakened and nothing else is done, the electrons in general rearrange and the density changes; exceptions include a single electron, for which $W=0$, and systems whose density is fixed by symmetry, such as a uniform one. To keep $n$ fixed, the external potential must therefore be allowed to change with $\lambda$. Consider

$$
H_\lambda=T+\lambda W+\sum_{i=1}^Nv_\lambda(\mathbf r_i).
$$

This derivation assumes that for each $\lambda$ in $[0,1]$ a potential $v_\lambda$ exists for which $H_\lambda$ has a nondegenerate ground state with density $n$. It also assumes that $v_\lambda$ and the ground state depend on $\lambda$ smoothly enough for the derivatives below to exist, to be taken under the integral over space, and to be integrated from 0 to 1. At $\lambda=1$, $v_1$ is the physical external potential. At $\lambda=0$, $v_0$ is the Kohn-Sham potential.

**The ground state is the constrained minimizer.** For every wavefunction with density $n$,

$$
\langle\Psi|H_\lambda|\Psi\rangle
=\langle\Psi|T+\lambda W|\Psi\rangle+\int n\,v_\lambda\,d\mathbf r .
$$

The last term is the same for all such wavefunctions. The ground state of $H_\lambda$ has density $n$ and gives the lowest value of the left side, so it also gives the lowest value of $\langle T+\lambda W\rangle$ at that density. Conversely, any constrained minimizer has the ground-state energy and, the ground state being nondegenerate, equals it up to a phase. The ground state is thus $\Psi_\lambda$, with energy

$$
E_\lambda=F_\lambda+\int n\,v_\lambda\,d\mathbf r. \tag{2}
$$

**The derivative of the energy.** Write $\Psi'_\lambda=d\Psi_\lambda/d\lambda$. The product rule applied to $E_\lambda=\langle\Psi_\lambda|H_\lambda|\Psi_\lambda\rangle$ gives

$$
\frac{dE_\lambda}{d\lambda}
=\langle\Psi'_\lambda|H_\lambda|\Psi_\lambda\rangle
+\langle\Psi_\lambda|H_\lambda|\Psi'_\lambda\rangle
+\Big\langle\Psi_\lambda\Big|\frac{dH_\lambda}{d\lambda}\Big|\Psi_\lambda\Big\rangle .
$$

Because $H_\lambda\Psi_\lambda=E_\lambda\Psi_\lambda$ and $H_\lambda$ is Hermitian, the first two terms add to

$$
E_\lambda\left(\langle\Psi'_\lambda|\Psi_\lambda\rangle+\langle\Psi_\lambda|\Psi'_\lambda\rangle\right)
=E_\lambda\frac{d}{d\lambda}\langle\Psi_\lambda|\Psi_\lambda\rangle=0,
$$

since the norm stays equal to 1. The Hamiltonian depends on $\lambda$ in two places:

$$
\frac{dH_\lambda}{d\lambda}=W+\sum_{i=1}^N\frac{\partial v_\lambda(\mathbf r_i)}{\partial\lambda}.
$$

The expectation value of a sum of one-electron multiplicative operators is the integral of the function against the density, with no further factor because $n$ is normalized to $N$. Hence

$$
\frac{dE_\lambda}{d\lambda}
=\langle W\rangle_\lambda+\int n\,\frac{\partial v_\lambda}{\partial\lambda}\,d\mathbf r. \tag{3}
$$

**Integration.** Since $n$ does not depend on $\lambda$,

$$
\int n\,\frac{\partial v_\lambda}{\partial\lambda}\,d\mathbf r
=\frac{d}{d\lambda}\int n\,v_\lambda\,d\mathbf r .
$$

This is the step at which the fixed density is needed. If $n$ varied with $\lambda$, the derivative on the right would also include $\int(\partial n/\partial\lambda)v_\lambda\,d\mathbf r$, and the two sides would in general differ by that term. Integrating (3) from 0 to 1 gives

$$
E_1-E_0=\int_0^1\langle W\rangle_\lambda\,d\lambda+\int n\,(v_1-v_0)\,d\mathbf r .
$$

By (2), the left side is also

$$
E_1-E_0=F_1-F_0+\int n\,(v_1-v_0)\,d\mathbf r .
$$

Equating the two expressions cancels the potential terms and leaves (1). Subtracting $U$ from both sides gives the boxed formula.

The intermediate potentials have disappeared from the result, but not because their contribution to $dE_\lambda/d\lambda$ is small. It is a total derivative, and its integral is the change in external energy already contained in $E_1-E_0$. Its size at one $\lambda$ even depends on a convention: replacing $v_\lambda$ by $v_\lambda+c(\lambda)$ leaves $\Psi_\lambda$ unchanged and adds $Nc'(\lambda)$ to both sides of (3).

**What happens if the potential is held fixed.** Suppose that $v_1$ is kept at all couplings, and let $\tilde E_0$ be the ground-state energy of $T+\sum_iv_1(\mathbf r_i)$. With the same smoothness assumptions, the potential term in (3) is now absent, and the integral of the repulsion along this path is

$$
\int_0^1\langle W\rangle^{\text{fixed }v}_\lambda d\lambda
=E_1-\tilde E_0=F_1+\int n\,v_1\,d\mathbf r-\tilde E_0 .
$$

Its excess over the wanted quantity $F_1-T_s$ is

$$
\Delta=T_s+\int n\,v_1\,d\mathbf r-\tilde E_0\ \ge0. \tag{4}
$$

The sign follows from the variational principle: the first two terms are the energy of $\Psi_0$ used as a trial state for the noninteracting problem in $v_1$. The excess vanishes if and only if $\Psi_0$ is a ground state of that problem. The fixed-potential integral is a correct energy difference, but whenever $\Delta>0$ it is one between systems of different density: a noninteracting ground state in $v_1$ with density $n$ would have kinetic energy at least $T_s$, hence $\tilde E_0\ge T_s+\int n\,v_1\,d\mathbf r$ and $\Delta=0$.

## Second derivation: trial states and a squeeze

The second derivation uses no potential and no derivative. It assumes that a minimizer $\Psi_\lambda$ exists for each $\lambda$ and that $\langle W\rangle_\lambda$ is finite at both ends. If there are several minimizers at some $\lambda$, any one may be chosen.

Take two couplings $\lambda<\mu$. Both $\Psi_\lambda$ and $\Psi_\mu$ have density $n$, so each is an allowed trial state in the search that defines the other. Using $\Psi_\lambda$ at coupling $\mu$,

$$
F_\mu\le\langle T+\mu W\rangle_\lambda
=\langle T+\lambda W\rangle_\lambda+(\mu-\lambda)\langle W\rangle_\lambda
=F_\lambda+(\mu-\lambda)\langle W\rangle_\lambda .
$$

Using $\Psi_\mu$ at coupling $\lambda$,

$$
F_\lambda\le\langle T+\lambda W\rangle_\mu
=F_\mu-(\mu-\lambda)\langle W\rangle_\mu .
$$

Together these inequalities read

$$
(\mu-\lambda)\langle W\rangle_\mu\le F_\mu-F_\lambda\le(\mu-\lambda)\langle W\rangle_\lambda. \tag{5}
$$

Dividing the outer members by $\mu-\lambda>0$ shows that $\langle W\rangle_\mu\le\langle W\rangle_\lambda$. At fixed density, a stronger coupling cannot raise the expectation value of the repulsion: the electrons avoid each other more, or at least no less.

Now divide $[0,1]$ into $M$ equal intervals with end points $\lambda_k=k/M$. Apply (5) to each interval and add. The differences of $F$ telescope:

$$
\frac1M\sum_{k=1}^{M}\langle W\rangle_{\lambda_k}
\le F_1-F_0\le
\frac1M\sum_{k=0}^{M-1}\langle W\rangle_{\lambda_k}. \tag{6}
$$

The two sums share all terms except the last and the first, so they differ by

$$
\frac1M\left(\langle W\rangle_0-\langle W\rangle_1\right),
$$

which tends to zero as $M\to\infty$. Because $\langle W\rangle_\lambda$ is non-increasing, its integral over each interval lies between the interval length times its right-end value and the length times its left-end value. The integral from 0 to 1 therefore lies between the same two sums. Two numbers enclosed by bounds whose separation tends to zero are equal, and (1) follows again.

The derivative can be recovered afterwards. Dividing (5) by $\mu-\lambda$ and letting the couplings approach each other gives $dF_\lambda/d\lambda=\langle W\rangle_\lambda$ wherever $\langle W\rangle_\lambda$ is continuous. A jump in $\langle W\rangle_\lambda$ makes a kink in $F_\lambda$ but does not spoil the integral.

## What the coupling integral contains

Setting $\lambda=0$ and $\mu=1$ in (5) and subtracting $U$ gives

$$
W_1\le E_{xc}\le W_0 .
$$

If $\Psi_0$ is a single determinant, as it is for a nondegenerate Kohn-Sham ground state, $W_0$ is by definition the exchange energy $E_x$. The correlation energy $E_c=E_{xc}-E_x$ is then not positive. For two electrons in a singlet sharing a real orbital $\varphi=\sqrt{n/2}$,

$$
\langle W\rangle_0=\iint\varphi^2(\mathbf r)\varphi^2(\mathbf r')w\,d\mathbf r\,d\mathbf r'
=\frac14\iint n(\mathbf r)n(\mathbf r')w\,d\mathbf r\,d\mathbf r'=\frac U2,
$$

so that $E_x=U/2-U=-U/2$.

At the other end, $W_1$ contains the physical repulsion but no kinetic energy. The kinetic energy of correlation is

$$
T_c=\langle T\rangle_1-T_s=F_1-\langle W\rangle_1-T_s
=(E_{xc}+U)-(W_1+U)=E_{xc}-W_1\ge0 .
$$

Electrons that avoid each other at unchanged density pay for it in kinetic energy. The integral over $\lambda$ accounts for this cost although its integrand is a repulsion energy: $E_{xc}$ lies above $W_1$ by $T_c$.

## A two-electron example

Two electrons move in one dimension between hard walls 12 bohr apart, in the potential $v_1(x)=\frac12\omega^2x^2$ with $\omega=0.25$ hartree. They repel through $w=1/\sqrt{(x-x')^2+1}$. The coordinate is restricted to 29 grid points with spacing $h=0.4$ bohr, and the second derivative is replaced by the three-point difference formula. Integrals over space become sums. Both derivations carry over, because they use only a Hermitian Hamiltonian, the variational principle and the density. The energies below belong to this grid model and are not continuum limits.

The ground state is a spin singlet with a symmetric spatial function, and the space of such functions has dimension $29\cdot30/2=435$. Diagonalizing the Hamiltonian at $\lambda=1$ fixes $n$ and gives, in hartree,

$$
\langle T\rangle_1=0.123109,\quad \langle W\rangle_1=0.392314,\quad
F_1=0.515423,\quad U=1.035750 .
$$

The orbital $\varphi=\sqrt{n/2}$ gives $T_s=0.081720$ hartree. The definition then yields

$$
E_{xc}=0.515423-0.081720-1.035750=-0.60205\ \text{hartree}.
$$

For the coupling integral, $v_\lambda$ is needed at intermediate $\lambda$. At $\lambda=0$ it follows from the orbital equation as $v_0=-(t\varphi)/\varphi$ plus a constant, where $t$ is the one-electron kinetic operator. At other couplings it is found by Newton iteration, maximizing the ground-state energy in a trial potential $v$ minus $\int n\,v\,dx$. The derivative of this function with respect to $v$ is the trial density minus $n$, so it is stationary when the density is right. The constants are chosen so that all $v_\lambda$ have the same average over the grid.

Eight-point Gauss-Legendre quadrature gives the following contributions, with energies in hartree.

| $\lambda$ | weight | $W_\lambda$ | product |
|---|---|---|---|
| 0.019855 | 0.050614 | −0.523861 | −0.026515 |
| 0.101667 | 0.111191 | −0.546648 | −0.060782 |
| 0.237234 | 0.156853 | −0.576545 | −0.090433 |
| 0.408283 | 0.181342 | −0.602163 | −0.109197 |
| 0.591717 | 0.181342 | −0.620116 | −0.112453 |
| 0.762766 | 0.156853 | −0.631790 | −0.099098 |
| 0.898333 | 0.111191 | −0.638927 | −0.071043 |
| 0.980145 | 0.050614 | −0.642602 | −0.032525 |

The products add up to $-0.60205$ hartree, or $-16.38$ eV, in agreement with the definition.

The end values are $W_0=-0.517875$ and $W_1=-0.643435$ hartree. The first is $-U/2$, as derived for a two-electron singlet. The correlation energy is $-0.60205+0.51788=-0.08417$ hartree. The kinetic part is $T_c=0.123109-0.081720=0.04139$ hartree, which is also $E_{xc}-W_1=-0.60205+0.64344$.

**The potential term.** At $\lambda=0.5$, central differences with step $\delta=0.01$ in $\lambda$ give $dE_\lambda/d\lambda=0.207796$ and $\int n\,\partial_\lambda v_\lambda\,dx=-0.215907$ hartree. The repulsion is $\langle W\rangle_{0.5}=0.423700$ hartree. The right side of (3) is thus

$$
0.423700-0.215907=0.207793\ \text{hartree}.
$$

With this choice of constants the potential term cancels about half of the repulsion term. The remaining difference, $3.6\times10^{-6}$ hartree before rounding, comes from the finite step. By (2), the difference quotient of $E_\lambda$ minus that of $\int n\,v_\lambda\,dx$ is the quotient of $F_\lambda$, whose leading error is $\delta^2F'''_\lambda/6=\delta^2W''_\lambda/6$. The two middle rows of the table lie 0.091717 on either side of $\lambda=0.5$, where $W_{0.5}=0.423700-1.035750=-0.612050$. They give

$$
W''_{0.5}\approx\frac{-0.602163-0.620116+2(0.612050)}{(0.091717)^2}=0.216\ \text{hartree},
$$

and hence an error of $(0.01)^2(0.216)/6=3.6\times10^{-6}$ hartree.

**The shape of the potentials.** With equal grid averages, the potentials in hartree are:

| $x$ (bohr) | $v_0$ | $v_{1/2}$ | $v_1$ |
|---|---|---|---|
| 0 | 0.312 | 0.173 | 0.000 |
| 2 | 0.160 | 0.135 | 0.125 |
| 4 | 0.385 | 0.443 | 0.500 |

The Kohn-Sham potential is higher at the centre than at $x=2$ bohr. This barrier keeps the noninteracting density as spread out as the interacting one, and the mean repulsion alone does not produce it. For a two-electron singlet $v_0=v_1+v_H/2+v_c$, where $v_H$ is the Hartree potential of $n$, exchange cancels half of it, and $v_c$ is the correlation potential. The difference $v_0(0)-v_0(2)=0.151$ hartree is made up of $-0.125$ from $v_1$, $+0.078$ from $v_H/2$ and $+0.198$ from $v_c$; without $v_c$ there would be no barrier. At the centre $v_{1/2}$ is not the mean of $v_0$ and $v_1$, which would be 0.156 hartree. If that mean potential is used at $\lambda=0.5$ everywhere, the density is wrong by $\int|\delta n|\,dx=0.039$ electrons. Linear interpolation of the potential therefore does not hold the density fixed here.

**The fixed-potential path.** With $v_1$ kept at all couplings, the energy rises from $\tilde E_0=0.249577$ to $E_1=0.755791$ hartree, so the integral of the repulsion is $0.506214$ hartree. The fixed-density value is $F_1-T_s=0.433703$ hartree. The excess $\Delta$ of (4) is $0.0725$ hartree, 17% of $F_1-T_s$. The densities show why: at the centre of the trap the noninteracting electrons in $v_1$ have density 0.567 per bohr, against 0.319 per bohr in the physical system.

## What each derivation assumes

The first derivation needs a path of Hamiltonians. The density must be a nondegenerate ground-state density at every coupling, and the potential and state must vary smoothly. That $n$ belongs to the physical system guarantees a potential at $\lambda=1$, but not by itself at smaller $\lambda$. If the ground state changes abruptly at some coupling, (3) cannot be applied there as it stands. In return, this derivation shows how the external energy enters and leaves, and it describes the calculation done in the example, where each $v_\lambda$ was constructed.

The second derivation needs only minimizers at fixed density and a finite repulsion energy at the two ends. It permits degeneracies, jumps of $\langle W\rangle_\lambda$ and couplings at which no $v_\lambda$ exists. It also supplies the monotonic behaviour of $W_\lambda$ and the bounds on $E_{xc}$, which (3) alone does not give. It says nothing about the potentials.

Both derivations require that the density be the same at every coupling and that $T_s$ be the minimum $F_0$ over all wavefunctions with density $n$. If $T_s$ is instead defined by a search over single determinants, its value $T_{\det}$ can exceed $F_0$ when no minimizer of $\langle T\rangle$ is a determinant. The exchange-correlation energy then becomes $F_1-T_{\det}-U$, and (1) gives

$$
F_1-T_{\det}-U=\int_0^1W_\lambda\,d\lambda-(T_{\det}-F_0).
$$

Under the assumptions of the first derivation this correction is zero, because a nondegenerate noninteracting ground state is a determinant. Under the weaker assumptions of the second, the definition of $T_s$ has to be stated.
